# One output mode collects at most 1/N of equal incoherent inputs

Suppose four waveguides, each carrying 0.100 mW at 1550 nm, are to be added on one detector. Simple bookkeeping predicts 0.400 mW in the output waveguide. If the four signals are mutually incoherent, a perfect lossless adder delivers 0.100 mW. A designer who does not expect this sets the detector threshold four times too high, or searches for an absorbing defect that is not there. Better fabrication cannot recover the missing 0.300 mW, because the linear, energy-conserving behaviour of the device sends it elsewhere.

These notes separate the contributions to the power budget of a photonic phase-change memory: the adder, the memory cells, the coherence of the light, and the imperfections of real parts.

## 1. What is being added

Let $a_j$ be the amplitude entering port $j$, normalized so that $|a_j|^2$ is its power. The $N$ signals share one frequency, one polarization and one time window, and each occupies a single waveguide mode. The device is linear, passive (it has no gain) and constant in time.

The outgoing amplitude in the chosen output mode is

$$b=\sum_{j=1}^{N}u_j a_j .$$

The numbers $u_j$ are dimensionless and belong to one row of the scattering matrix. No physical constant enters, so the algebra reads the same in atomic units.

Mutual incoherence means that cross terms vanish when averaged over the detection time:

$$\langle a_j a_k^*\rangle=P_j\,\delta_{jk}.$$

Each signal may have a very narrow line, but not a perfectly sharp one: two perfectly monochromatic signals of the same frequency would keep a fixed relative phase. It is enough that the relative phase of every pair of signals wanders evenly enough around the full circle during the measurement for the cross terms to average to zero.

## 2. The constraint from unitarity

First take a lossless device. Count every port, including reflected and radiated modes, and let there be $M\ge N$ of them. Each port has one incoming and one outgoing mode, so the scattering matrix $U$ is square. I treat $M$ as finite.

Energy conservation for every input vector $a$ requires

$$a^\dagger U^\dagger U a=a^\dagger a
\quad\Longrightarrow\quad
a^\dagger\,(U^\dagger U-I)\,a=0 .$$

The matrix in brackets is Hermitian. Choosing $a$ as each of its eigenvectors shows that every eigenvalue is zero, so the matrix itself is zero and $U^\dagger U=I$. Because $U$ is square, this makes $U^\dagger$ its inverse, and therefore $UU^\dagger=I$ as well.

The first relation concerns columns: all the power from one input must come out somewhere. The second concerns rows, and it is the one that limits an adder. Its diagonal element for the chosen output is

$$\sum_{j=1}^{M}|u_j|^2=1 .$$

If only $N$ of the $M$ ports carry signals, dropping the non-negative terms of the empty ports gives

$$s\equiv\sum_{j=1}^{N}|u_j|^2\le 1 .$$

**Absorption does not relax the constraint.** An absorbing device has no unitary matrix on its accessible ports, but the same inequality follows from passivity. Send in the coherent test field $a_j=\sqrt{P_0}\,u_j^*$. The input power is $P_0 s$. The output amplitude is $\sqrt{P_0}\sum_j u_ju_j^*=\sqrt{P_0}\,s$, so the power in this one output is $P_0s^2$. A device without gain must satisfy

$$P_0s^2\le P_0s .$$

If $s>0$, division by $P_0s$ gives $s\le1$; if $s=0$, the inequality holds already. The test field is coherent, but the resulting restriction is on the device and therefore applies to any light sent through it.

## 3. The contribution of the adder

Now send in the incoherent signals. The mean output power is

$$\langle|b|^2\rangle
=\sum_{j,k}u_ju_k^*\langle a_ja_k^*\rangle
=\sum_j|u_j|^2P_j .$$

For equal powers $P_j=P$ this becomes

$$\langle|b|^2\rangle=sP\le P .$$

The total input is $NP$, so the collected fraction obeys

$$\boxed{\eta=\frac{\langle|b|^2\rangle}{NP}=\frac{s}{N}\le\frac1N } .$$

Equality requires $s=1$: no absorption may reduce the row, and no empty input port may share it.

**Where the rest goes.** Two inputs show the mechanism. A 50:50 coupler obeying the coupled-mode equations has outputs

$$b_0=\frac{a_0-i a_1}{\sqrt2},\qquad
b_1=\frac{-i a_0+a_1}{\sqrt2}.$$

Squaring, with $(-i a_1)^*=i a_1^*$, gives

$$|b_0|^2=\tfrac12\left(|a_0|^2+|a_1|^2\right)-\operatorname{Im}(a_0a_1^*),$$

$$|b_1|^2=\tfrac12\left(|a_0|^2+|a_1|^2\right)+\operatorname{Im}(a_0a_1^*).$$

Interference moves power between the outputs and leaves their sum unchanged. When the relative phase wanders, the interference term averages to zero and each output receives $P$. Omitting the second waveguide from the drawing does not remove the second output: in a lossless Y-junction the corresponding power must be radiated or reflected.

For general $N$, consider a lossless adder with $s=1$. Its output responds to one normalized input pattern, with components $u_j^*$. Equal incoherent light puts mean power

$$\sum_{j,k}w_j^*\langle a_ja_k^*\rangle w_k=P\sum_j|w_j|^2=P$$

into any normalized pattern $w$. There are $N$ mutually orthogonal patterns, each holding $P$. One reaches the output, and the other $N-1$ must leave by other ports. "Loss" here means loss from the chosen mode, and heat is only one possible destination.

A tree of 50:50 couplers reaches the limit. Each signal passes $\log_2N$ couplers and keeps half its power at each, so $|u_j|^2=1/N$. Trees assembled from coupled-mode matrices gave fractions of 0.5000, 0.2500, 0.1250 and 0.0625 for 2, 4, 8 and 16 inputs. The corresponding losses run from 3.01 to 12.04 dB, rising by 3.01 dB per doubling.

As a test of the inequality away from this design, 400 random absorbing five-port devices received four signals of 0.100 mW. The largest mean power found in any output was 0.0926 mW, below the limit of 0.100 mW.

## 4. The contribution of the memory cells

In a phase-change memory, each signal first crosses a cell whose transmission $T_j$ stores a number. The powers entering the adder are $P_j=T_jP$, and they are no longer equal. Two statements must then be kept apart.

For any passive device,

$$\sum_j|u_j|^2P_j\le P_{\max}\sum_j|u_j|^2\le P_{\max}.$$

A device could approach this bound by accepting the brightest input alone, but it would then not add. An adder must give every signal the same weight, $|u_j|^2=w$. Since $Nw\le1$,

$$\langle|b|^2\rangle=w\sum_jP_j\le\frac1N\sum_jP_j .$$

An equal-weight adder therefore delivers at most the mean of its input powers. The factor $1/N$ is common to all signals, so the output remains proportional to the desired sum.

Take transmissions 0.90, 0.80, 0.70 and 0.60. The powers after the cells are 0.090, 0.080, 0.070 and 0.060 mW, and the output is

$$\frac{0.090+0.080+0.070+0.060}{4}\ \text{mW}=0.0750\ \text{mW}.$$

The initial 0.400 mW is divided as follows:

| Destination | Power (mW) | Share |
|---|---:|---:|
| Absorbed in cells | 0.100 | 25% |
| Rejected by adder | 0.225 | 56% |
| Collected | 0.075 | 19% |

The adder costs more than twice as much as the stored data. The two losses also differ in kind: absorption in the cells carries the information, whereas rejection rescales it. Rewriting one cell so that its transmission changes by 0.10 changes the output by $0.10\times0.100/4=0.0025$ mW. Without the factor $1/4$ the change would be 0.010 mW. The practical cost of the limit is this smaller step at the detector.

## 5. The contribution of coherence

If the inputs have fixed relative phases, the Cauchy–Schwarz inequality gives

$$\left|\sum_ju_ja_j\right|^2\le s\sum_j|a_j|^2\le NP .$$

The upper value is reached when $s=1$ and the fields match the accepted pattern. For the four-input tree without cells, the output ranged from 0.000 to 0.400 mW as the input phases were changed, with the device held fixed. The average over independent phases was 0.100 mW. Unitarity alone does not forbid full collection; unitarity together with incoherence does.

Intermediate cases can be weighed too. Let a fraction $\gamma$ of the mutual coherence survive:

$$\langle a_ja_k^*\rangle=P\left[(1-\gamma)\delta_{jk}+\gamma c_jc_k^*\right],\qquad |c_j|=1 .$$

Then

$$\langle|b|^2\rangle=P\left[(1-\gamma)s+\gamma\Big|\sum_ju_jc_j\Big|^2\right].$$

The last square is at most $s\sum_j|c_j|^2=sN$. With $s\le1$,

$$\eta\le\frac{(1-\gamma)+\gamma N}{N}=\frac{1+(N-1)\gamma}{N}.$$

This returns $1/N$ at $\gamma=0$ and 1 at $\gamma=1$. For $N=4$ and $\gamma=0.10$ the best fraction is 0.325. Ten percent coherence thus raises the best output by 30% relative to the incoherent limit, provided the phases suit the device. With unsuitable phases it lowers the output instead.

## 6. Two ways to collect more incoherent light

**More output modes.** The bound applies separately to each orthogonal output mode. A detector that accepts $K\le N$ of them receives at most $KP$, a fraction $K/N$. Two outputs of the four-input tree together collect half of four equal inputs. The pair must be chosen so that it still adds: the two outputs of the last coupler give every input the weight 1/2, whereas the adder output plus the spare output of a first-stage coupler gives 3/4, 3/4, 1/4 and 1/4. A detector accepting all $N$ outputs of a lossless adder can collect everything, at the price of a larger receiving area or several detectors. A second polarization counts as another mode.

**More frequencies.** A constant linear device has a separate scattering matrix at each frequency, so its accepted pattern may change with frequency. Place two of the couplers above in series, with an extra delay $\tau$ in arm 0. Let $\delta$ be the frequency offset from a point where the arms are in phase, and let $\theta=2\pi\delta\tau$. Following both paths to output 0 gives

$$u_0=\tfrac12\left(e^{-i\theta}-1\right),\qquad
u_1=-\tfrac{i}{2}\left(e^{-i\theta}+1\right).$$

The minus sign in $u_0$ comes from crossing twice, $(-i)^2=-1$. Hence

$$|u_0|^2=\sin^2\frac{\theta}{2},\qquad
|u_1|^2=\cos^2\frac{\theta}{2}.$$

At any one frequency the sum is 1, as unitarity demands. But at $\delta=0$ the output accepts all of input 1, and at $\delta=1/(2\tau)$ it accepts all of input 0. With $\tau=5.00$ ps these frequencies are 100 GHz apart, or 0.80 nm near 1550 nm. Two signals of 0.100 mW placed there give 0.200 mW in one waveguide; at a common frequency they give 0.100 mW. In this interferometer, nearly full doubling requires signal bandwidths much smaller than the channel spacing; broader signals keep less of the gain, and a flat spectrum as wide as $1/\tau=200$ GHz keeps none of it.

## 7. The contribution of a finite measuring time

The limit concerns mean power. During a short window the relative phases hardly move, and the output may be anywhere between zero and $NP$. How long must one average?

Take independent lasers of constant power and exactly equal centre frequency whose phases diffuse, giving a Lorentzian line of full width $\delta\nu$. For a lossless equal-weight adder, absorb the fixed phases of $u_j$ into $\phi_j$:

$$I(t)=\frac PN\Big|\sum_je^{i\phi_j}\Big|^2
=P+\frac PN X(t),\qquad
X=\sum_{j\ne k}e^{i(\phi_j-\phi_k)} .$$

The first term collects the $N$ contributions with $j=k$. For each laser, $\langle e^{i[\phi(t)-\phi(t')]}\rangle=e^{-\pi\delta\nu|t-t'|}$. In $\langle X(t)X(t')\rangle$, random initial phases remove every product except that of a pair with its reverse. There are $N(N-1)$ such products, each containing two independent lasers, so

$$\langle X(t)X(t')\rangle=N(N-1)e^{-\Gamma|t-t'|},\qquad \Gamma=2\pi\delta\nu .$$

Averaging over a window $T$ requires

$$\frac1{T^2}\int_0^T\!\!\int_0^T e^{-\Gamma|t-t'|}dt\,dt'
=\frac2{T^2}\int_0^T(T-\tau)e^{-\Gamma\tau}d\tau .$$

Here $\tau$ is the time difference, and $T-\tau$ is the length over which it occurs. Integration by parts gives $T/\Gamma-(1-e^{-\Gamma T})/\Gamma^2$ for the last integral. With $x=\Gamma T$, the rms fluctuation relative to the mean $P$ is

$$r=\sqrt{\left(1-\frac1N\right)\frac{2(x-1+e^{-x})}{x^2}} .$$

For $x\ll1$ it tends to $\sqrt{1-1/N}$; for $x\gg1$ it falls as $\sqrt{2(1-1/N)/x}$.

With four lasers of 10 MHz linewidth, $r$ is 85.7% for a 1 ns window and 1.54% for 100 µs. A simulation of 3000 windows of 100 ns gave 44.2%, against 44.8% from the formula.

The unequal powers of the memory example change the factor $1-1/N=0.750$ to $1-\sum_jP_j^2/(\sum_jP_j)^2=0.744$, a negligible difference here. At 100 µs the beat noise is then about 0.0012 mW, roughly half the 0.0025 mW step found above. The mean obeys the $1/N$ law, yet a single reading of one such step is still noisy.

## 8. Real devices, and the weights of the corrections

The example is in the regime of Ge$_2$Sb$_2$Te$_5$ cells on silicon nitride waveguides. Its transmissions are rough values, and the device values below are rough assumptions. For lasers of exactly equal centre frequency, a narrower line makes the averaging slower. At a linewidth of 1 MHz instead of 10 MHz, with the same window, the large-$x$ law raises the beat noise by $\sqrt{10}$, to about 5%. Free-running lasers are usually offset from one another by more than their linewidth. A broadband tree then still delivers the same mean, but the beats oscillate and average out faster, and the trend with linewidth reverses: replacing $\Gamma$ by $\Gamma-2\pi i(\nu_j-\nu_k)$ for each pair, centres spaced 100 MHz apart give 0.12% at 10 MHz linewidth and 0.04% at 1 MHz in 100 µs. The figures of Section 7 are therefore the zero-offset worst case. Incoherence itself can also fail: inputs split from one laser remain at least partly coherent with one another unless their delays differ by several coherence times. If they are fully coherent, the output without cells can lie anywhere from 0 to 0.400 mW, and writing a cell can also shift its optical phase.

The other corrections are listed below, each applied alone. Those whose effect on the memory output is computed change it by less than 5%:

- **Coupler imbalance.** If 48% of the power crosses each coupler, the weights become 0.2704, 0.2496, 0.2496 and 0.2304. They still sum to 1, so equal inputs still give 0.100 mW. The memory output moves from 0.0750 to 0.0756 mW with the cells in the order given (between 0.0744 and 0.0756 mW over all orders), but an individual weight is wrong by up to 8% relative to 0.25.
- **Excess loss.** A loss of 0.10 dB at each of two stages lowers the memory output to 0.0716 mW, or by about 4.5%.
- **Cell heating.** The most absorbing cell takes up 0.040 mW. With a thermal resistance of $10^5$ K/W it warms by 4.0 K. The resulting change in transmission is not modelled.
- **Nonlinearity and quantum noise.** For a 1.0 mm guide with a 1.0 µm² mode and a Kerr index of $2.4\times10^{-19}$ m²/W, the Kerr phase at the full 0.400 mW is about $4\times10^{-7}$ rad. Relative shot noise in 100 µs is about $4\times10^{-6}$. Thermal light at 300 K contributes about $4\times10^{-14}$ photons per mode. All three are negligible here.

For these numbers, the factor of four from mode counting outweighs the coupler imbalance and excess loss computed above. Lower-loss couplers could recover a few percent of the output; with a passive, linear, constant device, recovering the factor of four requires phase control, more output modes or separate wavelengths. The main computed values appear in the numerical output below.

## Computed values

```
Number of inputs: 4
Wavelength: 1550 nm
Photon energy: 0.800 eV
Power per input: 0.100 mW
Total input power: 0.400 mW
Incoherent adder output, no cells: 0.1000 mW
Same output on log scale: -10.00 dBm
Rejected into other ports, no cells: 0.3000 mW
Phase-locked output, best phases: 0.4000 mW
Phase-locked output, worst phases: 0.0000 mW
Tree with 2 inputs: fraction 0.5000, loss 3.01 dB
Tree with 4 inputs: fraction 0.2500, loss 6.02 dB
Tree with 8 inputs: fraction 0.1250, loss 9.03 dB
Tree with 16 inputs: fraction 0.0625, loss 12.04 dB
Best output of 400 absorbing devices: 0.0926 mW
Same devices, unequal inputs, best: 0.0774 mW
Surviving coherence gamma: 0.10
Best fraction at this gamma: 0.3250
Fraction collected by two output modes: 0.5000
Interleaver spacing: 100 GHz = 0.80 nm
Interleaver arm delay: 5.00 ps
Two inputs, two wavelengths, output: 0.2000 mW
Two inputs, one wavelength, output: 0.1000 mW
Cell transmissions: 0.90, 0.80, 0.70, 0.60
Powers after cells: 0.090, 0.080, 0.070, 0.060 mW
Total power after cells: 0.3000 mW
Absorbed in cells: 0.1000 mW
Adder output with cells: 0.0750 mW
Rejected by adder with cells: 0.2250 mW
Laser linewidth: 10 MHz
Beat rms, 100 us window: 1.54 percent
Beat rms, 1 ns window: 85.7 percent
Beat rms, 100 ns, formula: 44.8 percent
Beat rms, 100 ns, simulated: 44.2 percent
Assumed uneven coupler cross share: 0.48
Uneven adder weights: 0.2704, 0.2496, 0.2496, 0.2304
Uneven adder output with cells: 0.0756 mW
Assumed excess loss per stage: 0.10 dB
Output with cells and excess loss: 0.0716 mW
Assumed cell thermal resistance: 1e+05 K/W
Largest cell heating: 4.0 K
Assumed Kerr index: 2.4e-19 m2/W
Assumed mode area: 1.0 um2
Assumed guide length: 1.0 mm
Kerr phase at total input power: 3.9e-07 rad
Relative shot noise, 100 us: 4.1e-06
Thermal photons per mode at 300 K: 3.7e-14
```
